# Why Annealing Relaxes Oxide Growth Stress, and How Long It Takes: a program that tests the result

```python
"""Relaxation of growth stress in an oxide film on a thick substrate.

Result under test: a Maxwell film with fixed in-plane strain and a free top
surface has in-plane stress sigma0*exp(-t/tau), where
    tau = 3(1-nu)/(1+nu) * eta/mu,
while a pure shear stress at fixed strain decays in eta/mu.
mu: shear modulus, nu: Poisson ratio, eta: shear viscosity,
M = 2 mu (1+nu)/(1-nu): biaxial modulus, g: linear growth strain.
Tension is positive. The tensor tests use units mu = eta = 1.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import solve_ivp, quad
from scipy.special import gamma

I3 = np.eye(3)


def deviator(s):
    return s - np.trace(s) / 3 * I3


def mechanical_state(viscous, growth, total, nu, free_top):
    """Stress, elastic strain and total strain from isotropic elasticity."""
    lam = 2 * nu / (1 - 2 * nu)
    total = total.copy()
    elastic = total - growth - viscous
    stress = lam * np.trace(elastic) * I3 + 2 * elastic
    if free_top:  # choose the thickness strain that removes normal stress
        shift = -stress[2, 2] / (lam + 2)
        total[2, 2] += shift
        elastic[2, 2] += shift
        stress = lam * np.trace(elastic) * I3 + 2 * elastic
    return stress, elastic, total


def relax(growth, total, nu, free_top, times):
    """Integrate the tensor flow law: viscous strain rate = deviator/(2 eta)."""
    def rate(t, y):
        s = mechanical_state(y.reshape(3, 3), growth, total, nu, free_top)[0]
        return (deviator(s) / 2).ravel()
    sol = solve_ivp(rate, (0, times[-1]), np.zeros(9), t_eval=times,
                    rtol=1e-9, atol=1e-13)
    assert sol.success
    return [mechanical_state(y.reshape(3, 3), growth, total, nu, free_top)
            for y in sol.y.T]


def film_factor(nu):
    return 3 * (1 - nu) / (1 + nu)


# Pure shear at fixed strain
times = np.linspace(0, 5, 51)
shear_strain = np.zeros((3, 3))
shear_strain[0, 1] = shear_strain[1, 0] = 1e-3
states = relax(np.zeros((3, 3)), shear_strain, 0.17, False, times)
shear = np.array([s[0][0, 1] for s in states])
assert np.allclose(shear / shear[0], np.exp(-times), atol=1e-6)

# Film with a free top, several Poisson ratios
g_test = 1e-3
times = np.linspace(0, 40, 4001)
measured_factor = {}
for nu_test in (0.0, 0.17, 0.35, 0.49):
    states = relax(g_test * I3, np.zeros((3, 3)), nu_test, True, times)
    sig = np.array([s[0][0, 0] for s in states])
    M_test = 2 * (1 + nu_test) / (1 - nu_test)
    assert np.isclose(sig[0], -M_test * g_test, rtol=1e-10)
    i = 100  # one unit of eta/mu after the start
    factor = -times[i] / np.log(sig[i] / sig[0])
    measured_factor[nu_test] = factor
    assert np.isclose(factor, film_factor(nu_test), rtol=1e-5)
    assert np.allclose(sig / sig[0], np.exp(-times / film_factor(nu_test)),
                       atol=1e-5)
    # total and shear energy from the tensors
    s0, e0, total0 = states[0]
    energy = np.sum(s0 * e0) / 2
    shear_energy = np.sum(deviator(s0)**2) / 4
    assert np.isclose(energy / shear_energy, factor, rtol=1e-5)
    # all stored energy is dissipated by shear flow
    power = np.array([np.sum(deviator(s[0])**2) / 2 for s in states])
    dissipated = np.sum((power[1:] + power[:-1]) / 2 * np.diff(times))
    assert np.isclose(dissipated, energy, rtol=1e-4)
    # thickening during relaxation
    gain = states[-1][2][2, 2] - total0[2, 2]
    assert np.isclose(gain, g_test * (2 - 4 * nu_test) / (1 - nu_test),
                      rtol=1e-4, atol=1e-8)

# Confined on all sides: deviator relaxes, mean stress remains
times = np.linspace(0, 20, 201)
growth = np.diag([1e-3, 1e-3, 3e-3])
states = relax(growth, np.zeros((3, 3)), 0.17, False, times)
K_test = 2 * (1 + 0.17) / (3 * (1 - 2 * 0.17))
assert np.allclose(states[-1][0], -K_test * np.trace(growth) * I3, atol=1e-8)
dev_ratio = deviator(states[10][0])[2, 2] / deviator(states[0][0])[2, 2]
assert np.isclose(dev_ratio, np.exp(-times[10]), rtol=1e-5)

# Worked example: rough values for thermal silica on silicon
eta, mu, nu = 1e14, 30e9, 0.17           # Pa s, Pa, 1
sigma0, h, H = -300e6, 100e-9, 525e-6    # Pa, m, m
T_hold, T_room = 1323.0, 293.0           # K
hold, cool_rate = 8 * 3600.0, 5 / 60     # s, K/s
d_alpha, Q = 3.5e-6, 5.0 * q_e           # 1/K, J
M_sub, V_act, beta = 180e9, 0.2e-27, 0.7  # Pa, m^3, 1

M = 2 * mu * (1 + nu) / (1 - nu)
K = 2 * mu * (1 + nu) / (3 * (1 - 2 * nu))
tau_shear = eta / mu
tau = film_factor(nu) * tau_shear
g = -sigma0 / M
hour = 3600.0
left_film = np.exp(-hour / tau)
left_shear = np.exp(-hour / tau_shear)
thickening = h * g * (2 - 4 * nu) / (1 - nu)
sigma_hold = sigma0 * np.exp(-hold / tau)


def viscosity_ratio(T):
    return np.exp(Q / k_B * (1 / T - 1 / T_hold))


# Cooling with flow still allowed, compared with purely elastic cooling
def cooling(t, s):
    T = T_hold - cool_rate * t
    return -M * d_alpha * cool_rate - s / (tau * viscosity_ratio(T))


def cool_from(start):
    t_end = (T_hold - T_room) / cool_rate
    sol = solve_ivp(cooling, (0, t_end), [start], rtol=1e-8, atol=1.0,
                    max_step=60)
    assert sol.success
    return sol.y[0, -1]


thermal = -M * d_alpha * (T_hold - T_room)
sigma_room = cool_from(sigma_hold)
sigma_room_no_hold = cool_from(sigma0)
assert abs(sigma_room - (sigma_hold + thermal)) < 0.01 * abs(thermal)

# Eyring viscosity: eta*x/sinh(x), x = (|sigma|/2) V/(2 k T)
x0 = abs(sigma0) / 2 * V_act / (2 * k_B * T_hold)
t10 = tau * np.log(10)
t10_eyring = tau * quad(lambda x: 1 / np.sinh(x), x0 / 10, x0)[0]
assert t10_eyring < t10

# Stretched exponential in pure shear with the same viscosity
tau_k = tau_shear * beta / gamma(1 / beta)
area = quad(lambda u: np.exp(-u**beta), 0, np.inf)[0] * tau_k
assert np.isclose(mu * area, eta, rtol=1e-6)
stretch_ratio = tau_k * np.log(10)**(1 / beta) / (tau_shear * np.log(10))

# Elastic bilayer plate: force and moment balance, lengths in units of H
r, m = h / H, M / M_sub
arm = 0.5 + r / 2
matrix = np.array([[1 + m * r, m * r * arm],
                   [m * r * arm, 1 / 12 + m * ((0.5 + r)**3 - 0.125) / 3]])
stretch, bend = np.linalg.solve(matrix, m * r * np.array([1, arm]))
compliance = stretch + bend * arm
assert np.isclose(compliance, 4 * m * r, rtol=0.01)
wafer_stress = M_sub * g * (stretch + bend / 2)
assert np.isclose(wafer_stress, -4 * sigma0 * r, rtol=0.01)


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Viscosity", f"{eta:.1e}", "Pa s")
show("Shear modulus", f"{mu/1e9:.1f}", "GPa")
show("Poisson ratio", f"{nu:.2f}")
show("Starting film stress", f"{sigma0/1e6:.0f}", "MPa")
show("Film thickness", f"{h*1e9:.0f}", "nm")
show("Wafer thickness", f"{H*1e6:.0f}", "um")
show("Hold temperature", f"{T_hold:.0f}", "K")
show("Room temperature", f"{T_room:.0f}", "K")
show("Biaxial modulus of film", f"{M/1e9:.1f}", "GPa")
show("Bulk modulus of film", f"{K/1e9:.1f}", "GPa")
show("Linear growth strain", f"{g:.3e}")
show("Pure shear time eta/mu", f"{tau_shear:.0f}", "s")
show("Pure shear time eta/mu", f"{tau_shear/hour:.2f}", "h")
for n_val, f_val in measured_factor.items():
    show(f"Film time over eta/mu, integrated, nu={n_val:.2f}", f"{f_val:.3f}")
show("Film relaxation time", f"{tau:.0f}", "s")
show("Film relaxation time", f"{tau/hour:.2f}", "h")
show("Shear stress left after 1 h", f"{100*left_shear:.1f}", "%")
show("Film stress left after 1 h", f"{100*left_film:.1f}", "%")
show("Film stress after 1 h", f"{sigma0*left_film/1e6:.0f}", "MPa")
show("Time to 10% of film stress", f"{t10/hour:.2f}", "h")
show("Time to 1% of film stress", f"{2*t10/hour:.2f}", "h")
show("Thickening on full relaxation", f"{thickening*1e9:.2f}", "nm")
show("Mean stress if confined on all sides", f"{-3*K*g/1e6:.0f}", "MPa")
show("Hold time", f"{hold/hour:.0f}", "h")
show("Film stress at end of hold", f"{sigma_hold/1e6:.1f}", "MPa")
show("Cooling rate", f"{cool_rate*60:.0f}", "K/min")
show("Mean expansion difference", f"{d_alpha*1e6:.1f}", "1e-6/K")
show("Elastic mismatch stress from cooling", f"{thermal/1e6:.0f}", "MPa")
show("Room stress after hold", f"{sigma_room/1e6:.0f}", "MPa")
show("Room stress without hold", f"{sigma_room_no_hold/1e6:.0f}", "MPa")
show("Viscosity activation energy", f"{Q/q_e:.1f}", "eV")
for drop in (10, 50):
    show(f"Film time factor if {drop} K colder",
         f"{viscosity_ratio(T_hold-drop):.2f}")
show("Eyring activation volume", f"{V_act*1e27:.1f}", "nm3")
show("Eyring argument at start", f"{x0:.2f}")
show("Eyring time to 10% over constant-eta time", f"{t10_eyring/t10:.3f}")
show("Stretching exponent", f"{beta:.1f}")
show("Stretched time to 10% over simple, pure shear", f"{stretch_ratio:.2f}")
show("Biaxial modulus of wafer", f"{M_sub/1e9:.0f}", "GPa")
show("Stress fraction relieved by wafer", f"{100*compliance:.3f}", "%")
show("Wafer stress at interface", f"{wafer_stress/1e6:.2f}", "MPa")
print("OK")
```

Output:

```
Viscosity: 1.0e+14 Pa s
Shear modulus: 30.0 GPa
Poisson ratio: 0.17
Starting film stress: -300 MPa
Film thickness: 100 nm
Wafer thickness: 525 um
Hold temperature: 1323 K
Room temperature: 293 K
Biaxial modulus of film: 84.6 GPa
Bulk modulus of film: 35.5 GPa
Linear growth strain: 3.547e-03
Pure shear time eta/mu: 3333 s
Pure shear time eta/mu: 0.93 h
Film time over eta/mu, integrated, nu=0.00: 3.000
Film time over eta/mu, integrated, nu=0.17: 2.128
Film time over eta/mu, integrated, nu=0.35: 1.444
Film time over eta/mu, integrated, nu=0.49: 1.027
Film relaxation time: 7094 s
Film relaxation time: 1.97 h
Shear stress left after 1 h: 34.0 %
Film stress left after 1 h: 60.2 %
Film stress after 1 h: -181 MPa
Time to 10% of film stress: 4.54 h
Time to 1% of film stress: 9.07 h
Thickening on full relaxation: 0.56 nm
Mean stress if confined on all sides: -377 MPa
Hold time: 8 h
Film stress at end of hold: -5.2 MPa
Cooling rate: 5 K/min
Mean expansion difference: 3.5 1e-6/K
Elastic mismatch stress from cooling: -305 MPa
Room stress after hold: -309 MPa
Room stress without hold: -590 MPa
Viscosity activation energy: 5.0 eV
Film time factor if 10 K colder: 1.40
Film time factor if 50 K colder: 5.60
Eyring activation volume: 0.2 nm3
Eyring argument at start: 0.82
Eyring time to 10% over constant-eta time: 0.977
Stretching exponent: 0.7
Stretched time to 10% over simple, pure shear: 1.13
Biaxial modulus of wafer: 180 GPa
Stress fraction relieved by wafer: 0.036 %
Wafer stress at interface: 0.23 MPa
OK
```
